\section*{The London Dispersion Energy of Two Neutral Atoms from Oscillator Strengths}

\section{The interaction of two neutral atoms}

\textbf{Q.} Two neutral atoms far apart carry no net charge. What is there to interact?

\textbf{A.} The charges within them. Take one electron per atom first. Nucleus A is fixed at the origin and nucleus B at distance $R$ along $z$. Let $\mathbf r_1$ be the position of electron 1 from nucleus A, and $\mathbf r_2$ that of electron 2 from nucleus B. In Hartree atomic units, with lengths in $a_0$ and energies in $E_h$, the Coulomb energy between the atoms is
\begin{equation}
V=\frac1R+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}
-\frac1{|\mathbf R+\mathbf r_2|}-\frac1{|\mathbf R-\mathbf r_1|}.
\end{equation}
The terms are nucleus--nucleus, electron--electron, nucleus A with electron 2, and nucleus B with electron 1. Assigning each electron to one atom neglects exchange, which is justified when the atomic wave functions hardly overlap.

\textbf{Q.} Four terms of order $1/R$ do not look like a weak interaction.

\textbf{A.} They cancel. Each has the form $1/|\mathbf R+\mathbf d|=R^{-1}(1+t)^{-1/2}$, with $t=2d_z/R+d^2/R^2$. Since $(1+t)^{-1/2}=1-t/2+3t^2/8-\dots$,
\begin{equation}
\frac1{|\mathbf R+\mathbf d|}=\frac1R-\frac{d_z}{R^2}
+\frac{3d_z^2-d^2}{2R^3}+O(R^{-4}).
\end{equation}
The displacements are $\mathbf 0$ and $\mathbf r_2-\mathbf r_1$ with a plus sign, and $\mathbf r_2$ and $-\mathbf r_1$ with a minus sign. The first two orders give
\begin{align}
R^{-1}:&\quad 1+1-1-1=0,\\
R^{-2}:&\quad -(z_2-z_1)+z_2-z_1=0.
\end{align}
At order $R^{-3}$ the squares of single-electron coordinates cancel, and the cross terms of the electron--electron repulsion remain:
\begin{equation}
\tfrac12\left(-6z_1z_2+2\,\mathbf r_1\cdot\mathbf r_2\right)
=x_1x_2+y_1y_2-2z_1z_2\equiv W .
\end{equation}
Thus $V=W/R^3+O(R^{-4})$. The expansion assumes electron displacements small compared with $R$; the tails of the wave functions beyond that region have exponentially small weight.

The signs are those of two dipoles. Parallel displacements along the axis lower the energy, while parallel displacements across it raise the energy.

\textbf{Q.} Does this survive when the atoms have several electrons?

\textbf{A.} Yes. Let atom A have charges $q_i$ at $\mathbf a_i$, and atom B charges $q_j'$ at $\mathbf b_j$, each measured from its own nucleus. Then $V=\sum_{ij}q_iq_j'/|\mathbf R+\mathbf b_j-\mathbf a_i|$. A term of the expansion that depends on $\mathbf a_i$ alone is multiplied by $\sum_jq_j'=0$, and one that depends on $\mathbf b_j$ alone by $\sum_iq_i=0$. The bilinear term at order $R^{-3}$ is
\begin{equation}
\sum_{ij}q_iq_j'\left(\mathbf a_i\cdot\mathbf b_j-3a_{iz}b_{jz}\right).
\end{equation}
The nuclei sit at their own origins and drop out, and the two electron charges multiply to $+1$. So $W$ keeps its form if $\mathbf r_1$ and $\mathbf r_2$ now denote the sums of the electron positions in A and in B.

\section{Why the average does not settle the matter}

\textbf{Q.} A spherical atom has no mean dipole. The average of $W$ is zero, so where is the force?

\textbf{A.} The first-order energy is indeed zero. I assume ground states that are spherical and non-degenerate, apart from spin, on which $W$ does not act. Then
\begin{equation}
\langle00|W|00\rangle=\langle x_1\rangle\langle x_2\rangle
+\langle y_1\rangle\langle y_2\rangle-2\langle z_1\rangle\langle z_2\rangle=0 .
\end{equation}
But $W$ also mixes excited states into the ground state. Let $m$ label an excited level of A with excitation energy $\omega_m$, and $\mu$ the degenerate states within it; use $n,\nu$ for B. Second-order perturbation theory gives
\begin{equation}
E=-\frac1{R^6}\sum_{m\mu}\sum_{n\nu}
\frac{|\langle m\mu,n\nu|W|00\rangle|^2}{\omega_m+\omega_n}.
\label{second}
\end{equation}
Both atoms must be excited. If A stayed in its ground state, each term of $W$ would contain a factor $\langle0|\mathbf r_1|0\rangle=0$. The sums include integrals over the continuum. Every numerator is non-negative and every denominator positive, so the energy is lowered.

\textbf{Q.} You dropped the $R^{-4}$ part of $V$. Combined with $W/R^3$ it could give $R^{-7}$.

\textbf{A.} That product vanishes. The coefficient of $R^{-4}$ is cubic in the electron coordinates, so it changes sign when all of them are inverted about their own nuclei. $W$ is quadratic and does not. Intermediate states can be chosen with definite joint parity, and none is reached from $|00\rangle$ by both operators. First-order energies of the higher terms vanish too, because a spherical atom has no mean multipole moments. The next correction is therefore of order $R^{-8}$.

\textbf{Q.} What do the atoms do physically, if neither acquires a dipole?

\textbf{A.} Their dipoles become correlated. The first-order correction $\Psi_1$ to the state contains both atoms excited. The operator $\mathbf r_1$ changes A alone, so $\langle00|\mathbf r_1|\Psi_1\rangle=0$, and no mean dipole appears at this order. The mean interaction is different:
\begin{equation}
\langle V\rangle=2\,\mathrm{Re}\,\langle00|V|\Psi_1\rangle=2E .
\end{equation}
The total change is $E$, so the internal energy of the atoms changes by $E-2E=-E>0$. Exciting the atoms costs half of what the correlation gains.

\section{From matrix elements to oscillator strengths}

\textbf{Q.} The square of $W$ contains products such as $x_1x_2z_1z_2$. Why should these disappear?

\textbf{A.} By rotational symmetry, once all states of a level are summed. Define for A
\begin{equation}
M^m_{ij}=\sum_\mu\langle0|r_i|m\mu\rangle\langle m\mu|r_j|0\rangle .
\end{equation}
The ground state and the complete level are unchanged by rotations of the atom. A half turn about $z$ reverses $x$ and $y$ but not $z$, hence $M_{xz}=-M_{xz}=0$ and $M_{yz}=0$. A half turn about $x$ gives $M_{xy}=0$. Quarter turns exchange the axes, so the diagonal elements are equal. With the oscillator strength
\begin{equation}
f_m=\frac23\,\omega_m\sum_\mu|\langle m\mu|\mathbf r|0\rangle|^2 ,
\end{equation}
each diagonal element is one third of the trace:
\begin{equation}
M^m_{ij}=\frac{\delta_{ij}}3\sum_\mu|\langle m\mu|\mathbf r|0\rangle|^2
=\delta_{ij}\,\frac{f_m}{2\omega_m}.
\label{iso}
\end{equation}

\textbf{Q.} Then carry out the sum, and show me where the numerical factor comes from.

\textbf{A.} Write $W=\sum_ic_ir_{1i}r_{2i}$ with $c=(1,1,-2)$. All states in a pair of levels share one denominator, so the numerator of (\ref{second}) can be summed first:
\begin{align}
\sum_{\mu\nu}|\langle m\mu,n\nu|W|00\rangle|^2
&=\sum_{ij}c_ic_jM^m_{ij}M^n_{ij}\\
&=(1+1+4)\,\frac{f_m}{2\omega_m}\,\frac{f_n}{2\omega_n}
=\frac32\,\frac{f_mf_n}{\omega_m\omega_n}.
\end{align}
Restoring the denominator gives
\begin{equation}
E=-\frac{C_6}{R^6},\qquad
C_6=\frac32\sum_{m}\sum_{n}
\frac{f_m^{A}f_n^{B}}{\omega_m^{A}\omega_n^{B}(\omega_m^{A}+\omega_n^{B})}.
\label{london}
\end{equation}
The sixth power is the square of the dipole coupling $R^{-3}$. The displacements along the axis supply $4$ of the $6$ units in the angular factor.

\textbf{Q.} Is there a limit in which I can recognize ordinary electrostatics?

\textbf{A.} Let the important transitions of B be much faster than those of A. Then $\omega_m+\omega_n\approx\omega_n$ and the double sum factorizes:
\begin{equation}
C_6\approx\frac32\left(\sum_m\frac{f_m}{\omega_m}\right)
\left(\sum_n\frac{f_n}{\omega_n^2}\right).
\end{equation}
By (\ref{iso}) and completeness, the first sum is $2\langle z_1^2\rangle$. The second is the static polarizability $\alpha_B$: a perturbation $Fz_2$ shifts the energy of B by $-F^2\sum_nf_n/(2\omega_n^2)=-\alpha_BF^2/2$. So $C_6\approx3\langle z_1^2\rangle\alpha_B$.

Electrostatics gives the same. For a given $\mathbf r_1$, atom B feels the perturbation $\mathbf G\cdot\mathbf r_2$ with $\mathbf G=(x_1,y_1,-2z_1)/R^3$. Its mean square is $6\langle z_1^2\rangle/R^6$, so the induction energy is $-\alpha_B\langle G^2\rangle/2=-3\langle z_1^2\rangle\alpha_B/R^6$. The fast atom follows the fluctuating dipole of the slow one.

\section{A case that can be solved without perturbation theory}

\textbf{Q.} I would trust the factor more if it came out of a calculation without a sum over states.

\textbf{A.} Replace each atom by an electron bound to a fixed unit positive charge by an isotropic spring, with frequencies $\omega_A$ and $\omega_B$. The operator $x$ takes the oscillator ground state to the first level alone, with $|\langle1|x|0\rangle|^2=1/(2\omega)$. Three directions give $f=(2/3)\,\omega\cdot3/(2\omega)=1$, so (\ref{london}) predicts
\begin{equation}
C_6=\frac{3}{2\omega_A\omega_B(\omega_A+\omega_B)}.
\label{drude}
\end{equation}
Now keep the dipole coupling and solve directly. Along axis $i$ the coupling is $\kappa q_Aq_B$ with $\kappa=c_i/R^3$. The squared normal frequencies $\Omega_\pm^2$ are the eigenvalues of
\begin{equation}
\begin{pmatrix}\omega_A^2&\kappa\\ \kappa&\omega_B^2\end{pmatrix}.
\end{equation}
Its trace and determinant give
\begin{align}
(\Omega_++\Omega_-)^2
&=\omega_A^2+\omega_B^2+2\sqrt{\omega_A^2\omega_B^2-\kappa^2}\\
&=(\omega_A+\omega_B)^2-\frac{\kappa^2}{\omega_A\omega_B}+O(\kappa^4).
\end{align}
Taking the root and halving it, the zero-point energy changes by
\begin{equation}
\tfrac12(\Omega_++\Omega_--\omega_A-\omega_B)
=-\frac{\kappa^2}{4\omega_A\omega_B(\omega_A+\omega_B)}+O(\kappa^4).
\end{equation}
Summing over the axes uses $\sum_i\kappa^2=6/R^6$ and reproduces (\ref{drude}).

For $\omega_A=0.50$ and $\omega_B=0.80$, $C_6=3/(2\cdot0.40\cdot1.30)=2.8846\,E_ha_0^6$. At $R=20\,a_0$ both the formula and the normal modes give $-4.507\times10^{-8}\,E_h$.

\textbf{Q.} Does the model also show where perturbation theory must fail?

\textbf{A.} It does. A real lowest frequency requires $|\kappa|<\omega_A\omega_B$. The axial coupling, with $|\kappa|=2/R^3$, reaches this limit at $R^3=2/(\omega_A\omega_B)=5\,a_0^3$, or $R\approx1.7\,a_0$. Below that the dipole-coupled model has no ground state. For real atoms the dipole expansion itself is unusable at such distances.

\section{Two hydrogen atoms}

\textbf{Q.} Hydrogen has infinitely many bound levels and a continuum. Can you say anything about $C_6$ before summing them?

\textbf{A.} Two sum rules enclose it. The ground state is $e^{-r}/\sqrt\pi$. By completeness and $\langle z\rangle=0$,
\begin{equation}
\sum_m\frac{f_m}{2\omega_m}=\langle z^2\rangle
=\frac13\int_0^\infty4r^4e^{-2r}\,dr=\frac13\cdot4\cdot\frac{24}{32}=1 .
\end{equation}
For the second rule, $[H,z]=-ip_z$ and therefore $[z,[H,z]]=1$. The ground-state mean of this double commutator, written out, is
\begin{equation}
1=2\langle z(H-E_0)z\rangle
=2\sum_m\omega_m\frac{f_m}{2\omega_m}=\sum_mf_m ,
\end{equation}
where $E_0$ is the ground-state energy of one atom. The numbers $p_m=f_m/(2\omega_m)$ are thus weights with sum $1$, and
\begin{equation}
C_6=6\sum_{mn}\frac{p_mp_n}{\omega_m+\omega_n}.
\end{equation}
The function $1/s$ is convex for $s>0$, so its mean is at least the inverse of the mean of $s$. Here $s=\omega_m+\omega_n$ has mean $2\sum_mp_m\omega_m=\sum_mf_m=1$, hence $C_6\ge6$. No excitation energy lies below $\frac12(1-\frac14)=\frac38$, so $s\ge\frac34$ and $C_6\le6/(3/4)=8$.

\textbf{Q.} An interval from 6 to 8 is not yet a value.

\textbf{A.} For the value, diagonalize the p-wave Hamiltonian in radial functions $r^2e^{-r}$ times polynomials, with $r$ times the wave function as the radial variable. The resulting states above threshold are discrete representatives of the continuum. One, two, three and ten functions give $6.0000$, $6.4821$, $6.4984$ and $6.4990\,E_ha_0^6$, and twenty functions leave the last value unchanged to these digits. A radial finite-difference grid, which uses no such functions, also gives $6.4990$. In SI units $C_6=6.222\times10^{-79}\,\mathrm{J\,m^6}$. These values are for infinitely heavy nuclei. With the reduced mass $\mu$ of electron and proton, lengths scale as $1/\mu$ and energies as $\mu$, so $C_6$ scales as $\mu^{-5}$ and rises by $0.27$ percent, to $6.517\,E_ha_0^6$.

\textbf{Q.} Why does one function land on your lower bound?

\textbf{A.} That function, with its angular part, is $z$ times the ground state. It carries all the strength, $f=1$, at the mean energy $\langle z(H-E_0)z\rangle/\langle z^2\rangle=\frac12$. Formula (\ref{london}) then gives $\frac32/(\frac12\cdot\frac12\cdot1)=6$. Replacing the spectrum by one mean frequency is the case of equality in the convexity argument. The spread of the real spectrum raises $C_6$.

\textbf{Q.} Would the 1s--2p transition alone be a reasonable approximation?

\textbf{A.} It can be worked by hand. With $\psi_{2p_z}=ze^{-r/2}/(4\sqrt{2\pi})$,
\begin{align}
\langle2p_z|z|1s\rangle
&=\frac1{4\sqrt2\,\pi}\cdot\frac{4\pi}3\int_0^\infty r^4e^{-3r/2}\,dr\\
&=\frac1{3\sqrt2}\cdot24\left(\frac23\right)^5
=\frac{256}{243\sqrt2}.
\end{align}
The square is $2^{15}/3^{10}$. From (\ref{iso}), $f=2\cdot\frac38\cdot2^{15}/3^{10}=2^{13}/3^9=0.4162$. The term with both atoms in 2p is
\begin{equation}
\frac32\,\frac{f^2}{2\omega^3}
=\frac{0.75\times0.4162^2}{0.375^3}=2.464\,E_ha_0^6 ,
\end{equation}
which is $37.9$ percent of $C_6$. It is a poor approximation.

\textbf{Q.} Then add the other bound levels.

\textbf{A.} That is still not enough. All pairs of bound levels up to $n=40$ give $3.919\,E_ha_0^6$, or $60.3$ percent. The levels from $21$ to $40$ added $0.013$ of this. If $f_n$ falls as $n^{-3}$ beyond $n=40$, the missing bound strength is about $0.0005$. Each pair containing such a level has a denominator $\omega_m\omega_n(\omega_m+\omega_n)$ of at least about $0.5\cdot0.375\cdot0.875=0.164$. With a total bound strength of $0.565$, these pairs add at most about $3\cdot0.0005\cdot0.565/0.164\approx0.005$. Nearly $40$ percent of $C_6$ therefore comes from pairs in which at least one atom is in the continuum. These are virtual components of the ground state; neither atom is ionized.

\section{How far the result reaches}

\textbf{Q.} What is the energy at a definite distance, and how much of it should I believe?

\textbf{A.} At $R=20\,a_0$, $R^6=6.4\times10^7\,a_0^6$, so the dipole term is
\begin{equation}
-\frac{6.4990}{6.4\times10^7}\,E_h=-1.015\times10^{-7}\,E_h
=-2.763\times10^{-6}\,\mathrm{eV}.
\end{equation}
As a test of the second-order formula, the pair Hamiltonian with coupling $W/R^3$ was diagonalized in products of 1s and p functions. It gives the same energy to the digits shown, and between $10$ and $20\,a_0$ its shift falls with the power $5.99999$; the numerical output lists these values. This basis lacks the excited s and d states that $W$ reaches at fourth order, so the test checks the second-order coefficient only. The departure of the power from $6$ comes from the fourth-order term, of order $R^{-12}$, and this basis gives neither its size nor its sign correctly. With the s and d states included the term is attractive, about $-1.24\times10^{3}/R^{12}$, and the power between $10$ and $20\,a_0$ is about $6.0003$. The agreement concerns the dipole coupling. The full interaction also has the $R^{-8}$ and higher terms, exchange and overlap. The $R^{-8}$ term alone, from dipole--quadrupole coupling with $C_8\approx124\,E_ha_0^8$, adds about $-4.9\times10^{-9}\,E_h$ at $20\,a_0$, some $5$ percent of the dipole term, so the digits above are not those of the total energy.

\textbf{Q.} At large $R$, then, the formula can only improve?

\textbf{A.} Not indefinitely. I used an instantaneous Coulomb interaction. A field needs the time $R/c$ to cross the gap, while a dipole fluctuation of frequency $\omega$ changes in a time of order $1/\omega$. The delay is negligible for $R\ll c/\omega$. For the 1s--2p transition $c/\omega=365\,a_0$, so $20\,a_0$ is about one eighteenth of that length. This is the slowest transition and gives the longest such length; the higher bound and continuum transitions have shorter ones. At distances comparable with $c/\omega$ the result no longer holds.

\textbf{Q.} And if one of two identical atoms is excited?

\textbf{A.} Then the starting state is degenerate and the non-degenerate formula (\ref{second}) no longer applies. If the excited state is connected to the ground state by the dipole operator, a first-order shift appears. Let A be in a p$_z$ state $m$ and B in its ground state, or the reverse. These two states have equal energy, and $W/R^3$ couples them by
\begin{equation}
\frac{\langle0,m|W|m,0\rangle}{R^3}
=-\frac{2|\langle m|z|0\rangle|^2}{R^3}=-\frac{f_m}{\omega_mR^3}.
\end{equation}
The even and odd combinations shift by $\mp f_m/(\omega_mR^3)$, in first order. One is attractive and the other repulsive. Formula (\ref{london}) was derived for atoms that both start in non-degenerate, spherical ground states, and it does not describe this case.

\section*{Values computed for the example and the checks}
\begin{verbatim}
HYDROGEN PAIR (atomic units unless stated)
C6,  1 radial p functions: 6.0000000 Eh a0^6
C6,  2 radial p functions: 6.4821429 Eh a0^6
C6,  3 radial p functions: 6.4984440 Eh a0^6
C6,  5 radial p functions: 6.4990254 Eh a0^6
C6, 10 radial p functions: 6.4990267 Eh a0^6
C6, 20 radial p functions: 6.4990267 Eh a0^6
C6, finite-difference grid: 6.49903 Eh a0^6
C6 in SI units: 6.22180e-79 J m^6
Sum of oscillator strengths: 1.00000000
Ground-state <z^2>: 1.00000000 a0^2
Lower bound on C6: 6.000000 Eh a0^6
Upper bound on C6: 8.000000 Eh a0^6
1s-2p excitation energy: 0.375000 Eh
1s-2p oscillator strength: 0.416197
C6 from the 2p-2p pair: 2.46357 Eh a0^6
Share of the 2p-2p pair: 37.91 percent
Bound strength, n=2 to 40: 0.56453
Estimated bound strength, n>40: 0.00049
C6 from bound pairs, n<=20: 3.9056 Eh a0^6
C6 from bound pairs, n<=40: 3.9190 Eh a0^6
Share of bound pairs, n<=40: 60.30 percent
Distance R: 20.0 a0
-C6/R^6: -1.015473e-07 Eh
-C6/R^6 converted: -2.76324e-06 eV
Pair diagonalization at R: -1.015473e-07 Eh
Decay power between 10 and 20 a0: 5.99999
Retardation length c/w(2p): 365.4 a0
UNLIKE OSCILLATORS (unit charge and mass)
Frequencies A and B: 0.50, 0.80 Eh/hbar
C6 from double sum: 2.884615 Eh a0^6
Predicted energy at R: -4.507212e-08 Eh
Exact normal-mode energy at R: -4.507212e-08 Eh
\end{verbatim}
